# Why Lennard-Jones bcc Is Unstable: Tetragonal Shear and the Bain Path: test program

```python
# Result under test: static lattice, E = (1/2) sum' phi(R) per atom, volume v per atom.
#   P = -(1/6v) sum R phi', C_ijkl = (1/2v) sum g R_i R_j R_k R_l / R^4, g = R^2 phi'' - R phi'
#   (Lagrangian strain). Tetragonal shear modulus Cp = (C11-C12)/2 - P.
#   For phi = r^-p: v Cp = p S_p K_p, K_p = (p+2) T_p/(4 S_p) - 1/6,
#   S_p = sum R^-p, T_p = sum (x^4 - x^2 y^2) R^(-p-4).
#   Lennard-Jones bcc has Cp < 0. On the Bain path (bct, gamma = c/a) gamma = 1 (bcc) and
#   sqrt2 (fcc) are stationary, with d2E/d(ln gamma)^2 = (4/3) v Cp.
# Mie potential phi = c (r^-n - r^-m), depth 1; units eps = sigma = 1.
# Formula side: windowed direct sums. Independent side: differences of Ewald energies.
import numpy as np, mpmath as mp
from scipy.special import erfc, gamma as Gam, roots_laguerre
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import e as qe
pi = np.pi; R2 = np.sqrt(2.0)

def d1(f, h): return (f(-2*h) - 8*f(-h) + 8*f(h) - f(2*h))/(12*h)
def d2(f, h): return (-f(-2*h) + 16*f(-h) - 30*f(0.0) + 16*f(h) - f(2*h))/(12*h*h)
def grid(n):
    k = np.arange(-n, n+1)
    g = np.array(np.meshgrid(k, k, k, indexing='ij')).reshape(3, -1).T
    return g[np.any(g != 0, axis=1)]

# ---------- Ewald sum of R^-p for a lattice with metric G ----------
INT = grid(8).astype(float)
lag_u, lag_w = roots_laguerre(60)
def upper(a, x):  # int_1^inf t^(a-1) exp(-x t) dt
    return np.exp(-x)/x*(((1 + lag_u[None, :]/x[:, None])**(a-1)) @ lag_w)
for a_, x_ in [(6.0, 3.5), (2.5, 3.0), (-4.5, 3.5), (-0.5, 3.0)]:
    assert abs(upper(a_, np.array([x_]))[0]/float(mp.expint(1-a_, x_)) - 1) < 1e-11
def S_ewald(p, G):
    v = np.sqrt(np.linalg.det(G)); Gu = G/v**(2/3); s = p/2
    x = pi*((INT @ Gu)*INT).sum(1); y = pi*((INT @ np.linalg.inv(Gu))*INT).sum(1)
    tot = upper(s, x[x < 45]).sum() + upper(1.5-s, y[y < 45]).sum() + 1/(s-1.5) - 1/s
    return tot*pi**s/Gam(s)*v**(-p/3)
def cmie(n, m): return n/(n-m)*(n/m)**(m/(n-m))
def E_metric(G, n=12, m=6): return 0.5*cmie(n, m)*(S_ewald(n, G) - S_ewald(m, G))
def bct(gam, v):
    a = (2*v/gam)**(1/3)
    return np.array([[a, 0, 0], [0, a, 0], [a/2, a/2, gam*a/2]])
def G_bct(gam, v):
    A = bct(gam, v); return A @ A.T
def cubic(lat, v):
    if lat == 'bcc': return (2*v)**(1/3)/2*np.array([[-1., 1, 1], [1, -1, 1], [1, 1, -1]])
    return (4*v)**(1/3)/2*np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
def elastic_fd(lat, v, n, m):
    A = cubic(lat, v)
    def along(M): return lambda t: E_metric(A @ (np.eye(3) + 2*t*M) @ A.T, n, m)
    ux = np.diag([1., 0, 0]); bi = np.diag([1., 1, 0])
    sh = np.array([[0., 0, 0], [0, 0, 1], [0, 1, 0]])
    c11 = d2(along(ux), 1e-3)/v
    return (-d1(along(ux), 1e-3)/v, c11, d2(along(bi), 1e-3)/(2*v) - c11,
            d2(along(sh), 1e-3)/(4*v))

# ---------- windowed direct sums at unit volume per atom ----------
RC, DW, RMAX = 14.0, 2.0, 26.0
def points(lat):
    half = (2.0 if lat == 'bcc' else 4.0)**(1/3)/2
    g = grid(int(RMAX/half) + 1); par = g % 2
    keep = ((par[:, 0] == par[:, 1]) & (par[:, 1] == par[:, 2])) if lat == 'bcc' \
        else (g.sum(1) % 2 == 0)
    g = g[keep]; X = g*half; r = np.sqrt((X**2).sum(1)); k = r < RMAX
    g, X, r = g[k], X[k], r[k]
    return dict(g=g, X=X, r=r, lr=np.log(r), w=0.5*erfc((r-RC)/DW),
                a4=X[:, 0]**4/r**4, a22=(X[:, 0]*X[:, 1])**2/r**4)
PT = {l: points(l) for l in ('bcc', 'fcc')}
gl_x, gl_w = np.polynomial.legendre.leggauss(200)
tr = 1 + (gl_x+1)*(RMAX-1)/2; tw = gl_w*(RMAX-1)/2*0.5*erfc((RC-tr)/DW)
def sums(lat, p):  # S_p, sum x^4 R^(-p-4), sum x^2 y^2 R^(-p-4)
    d = PT[lat]; f = d['w']*np.exp(-p*d['lr'])
    tail = 4*pi*((tw*tr**(2-p)).sum() + RMAX**(3-p)/(p-3))
    return f.sum()+tail, f @ d['a4']+tail/5, f @ d['a22']+tail/15
def K(lat, p):
    S, x4, x22 = sums(lat, p); return (p+2)*(x4-x22)/(4*S) - 1/6
def v_zero(lat, n, m): return (n*sums(lat, n)[0]/(m*sums(lat, m)[0]))**(3/(n-m))
def elastic(lat, v, n, m):
    c = cmie(n, m); sn = np.array(sums(lat, n))*v**(-n/3); sm = np.array(sums(lat, m))*v**(-m/3)
    C = c*(n*(n+2)*sn - m*(m+2)*sm)/(2*v)
    return 0.5*c*(sn[0]-sm[0]), c*(n*sn[0]-m*sm[0])/(6*v), C[1], C[2]

eps_J = 0.010*qe; sig_m = 0.3e-9; GPa = eps_J/sig_m**3/1e9
print(f"model eps = {eps_J/qe*1e3:.0f} meV, sigma = {sig_m*1e9:.1f} nm, eps/sigma^3 = {GPa:.5f} GPa")

# ---------- LJ elastic constants at P = 0 ----------
res = {}
for lat, gam0 in (('bcc', 1.0), ('fcc', R2)):
    for p in (4, 6, 12):
        assert abs(sums(lat, p)[0]/S_ewald(p, G_bct(gam0, 1.0)) - 1) < 1e-10
    v = v_zero(lat, 12, 6); E, P, c11, c12 = elastic(lat, v, 12, 6)
    Pf, f11, f12, f44 = elastic_fd(lat, v, 12, 6)
    assert abs(Pf) < 1e-6 and abs(f11-c11) < 1e-4 and abs(f12-c12) < 1e-4 and abs(f44-c12) < 1e-4
    r1 = PT[lat]['r'].min(); res[lat] = (v, E, c11, c12)
    print(f"{lat}: S12 = {sums(lat,12)[0]*r1**12:.5f}, S6 = {sums(lat,6)[0]*r1**6:.5f} (R1 = 1)")
    print(f"{lat}: v = {v:.5f} sig^3, R1 = {r1*v**(1/3):.5f} sig, E = {E:.5f} eps")
    print(f"{lat}: C11 = {c11:.4f}, C12 = {c12:.4f}, C44(fd) = {f44:.4f} eps/sig^3")
    print(f"{lat}: C11-C12 = {c11-c12:.4f} eps/sig^3 = {(c11-c12)*GPa:.4f} GPa; "
          f"B = {(c11+2*c12)/3:.4f} eps/sig^3")
    assert f44 > 0 and f11 + 2*f12 > 0
    assert (f11-f12 < 0) if lat == 'bcc' else (f11-f12 > 0)
vb, Eb, b11, b12 = res['bcc']; Cpb = (b11-b12)/2
print(f"E(bcc)-E(fcc) = {Eb-res['fcc'][1]:.5f} eps = {(Eb-res['fcc'][1])*eps_J/qe*1e3:.4f} meV")

# ---------- shell analysis ----------
phi = lambda r: 4*(r**-12 - r**-6)
rd1 = lambda r: 4*(-12*r**-12 + 6*r**-6)        # r phi'
rd2 = lambda r: 4*(156*r**-12 - 42*r**-6)       # r^2 phi''
def shell(lat, h2, v):
    d = PT[lat]; k = (d['g']**2).sum(1) == h2
    return d['X'][k]*v**(1/3), (d['a4'][k]-d['a22'][k]).sum()
def bain_curv(X):  # v Cp of a set of bonds from their energy under t diag(-1,-1,2)
    f = lambda t: 0.5*phi(np.sqrt(((X*np.exp(t*np.array([-1., -1, 2])))**2).sum(1))).sum()
    return d2(f, 5e-4)/12
print("bcc shells: N, R/sig, w, r^2phi'', r phi', w g/4, w g/4 + N r phi'/6 (eps)")
sB = sV = 0.0
for h2, wex in ((3, 0), (4, 2), (8, 1), (11, 512/121), (12, 0)):
    X, w = shell('bcc', h2, vb); R = np.linalg.norm(X[0]); N = len(X)
    br = w*(rd2(R)-rd1(R))/4; vc = br + N*rd1(R)/6; sB += br; sV += vc
    assert abs(w-wex) < 1e-12 and abs(vc - bain_curv(X)) < 1e-5
    print(f"  {N:2d} {R:.4f} {abs(w):.4f} {rd2(R):8.3f} {rd1(R):7.3f} {br+0.0:8.4f} {vc:8.4f}")
print(f"  rest: {vb*Cpb-sB:.4f} and {vb*Cpb-sV:.4f}; total v Cp = {vb*Cpb:.4f} eps")
assert abs(shell('fcc', 2, 1.0)[1] - 1) < 1e-12
u1 = shell('bcc', 3, 1.0)[0]; u1 = u1/np.linalg.norm(u1[0])
assert abs(bain_curv(u1*2**(1/6))) < 1e-5 and bain_curv(u1*1.07) < -1
u12 = np.vstack([shell('bcc', 3, 0.5)[0], shell('bcc', 4, 0.5)[0]])   # cube edge a = 1
a2 = brentq(lambda a: rd1(a*np.linalg.norm(u12, axis=1)).sum(), 1.15, 1.4)
g2 = rd2(a2) - rd1(a2)
assert abs(bain_curv(u12*a2) - g2/2) < 1e-5 and g2 < 0
ag = brentq(lambda r: rd2(r)-rd1(r), 1.1, 1.4); assert abs(ag**6 - 3.5) < 1e-9
print(f"g(r) = 0 at r = {ag:.5f} sig; full LJ bcc a = {(2*vb)**(1/3):.5f} sig")
print(f"two-shell bcc: a = {a2:.5f} sig, g(a) = {g2:.4f} eps, Cp = {g2/a2**3:.4f} eps/sig^3")

# ---------- power-law function K_p ----------
def K_fd(p, gam0):
    return d2(lambda u: S_ewald(p, G_bct(gam0*np.exp(u), 1.0)), 3e-3) \
        / (8/3*p*S_ewald(p, G_bct(gam0, 1.0)))
for p in (4, 5, 6, 8, 12, 30):
    assert abs(K('bcc', p) - K_fd(p, 1.0)) < 1e-7 and abs(K('fcc', p) - K_fd(p, R2)) < 1e-6
    print(f"p = {p:2d}: K_bcc = {K('bcc',p):+.6f}, K_fcc = {K('fcc',p):+.6f}")
q30 = 0.75**15; assert abs(K_fd(30, 1.0) - (32*q30/(16+12*q30) - 1/6)) < 1e-5
pstar = brentq(lambda p: K('bcc', p), 6.5, 9)
pmax = minimize_scalar(lambda p: -K('bcc', p), bounds=(4, 7), method='bounded').x
assert K_fd(pstar-0.05, 1.0) > 0 > K_fd(pstar+0.05, 1.0)
ps = np.arange(3.25, 40, 0.5); Ks = np.array([K('bcc', p) for p in ps])
assert np.all((Ks > 0) == (ps < pstar))
assert np.all(np.diff(Ks[ps > pmax]) < 0) and np.all(np.diff(Ks[ps < pmax]) > 0)
print(f"bcc: K = 0 at p* = {pstar:.4f}; maximum K = {K('bcc',pmax):.6f} at p = {pmax:.3f}")

# ---------- LJ bcc at other densities ----------
for v in (0.7, 0.85, 1.1, 1.5):
    E, P, c11, c12 = elastic('bcc', v, 12, 6); Cp = (c11-c12)/2 - P
    fd = d2(lambda u: E_metric(G_bct(np.exp(u), v)), 2e-3)/(4/3*v)
    viaK = 4*(12*sums('bcc', 12)[0]*v**-4*K('bcc', 12) - 6*sums('bcc', 6)[0]*v**-2*K('bcc', 6))/v
    assert abs(fd-Cp) < 1e-4 and abs(fd-viaK) < 1e-4 and fd < 0 and abs(P) > 0.5
    print(f"v = {v:.2f} sig^3: P = {P:.3f}, (C11-C12)/2 = {(c11-c12)/2:.3f}, Cp = {Cp:.3f} eps/sig^3")

# ---------- soft Mie 5-4 ----------
v54 = v_zero('bcc', 5, 4); E54, _, m11, m12 = elastic('bcc', v54, 5, 4)
Pf, f11, f12, f44 = elastic_fd('bcc', v54, 5, 4)
assert abs(Pf) < 1e-5 and abs(f11-m11) < 1e-3 and abs(f12-m12) < 1e-3 and abs(f44-m12) < 1e-3
assert f11 - f12 > 0 and f44 > 0 and f11 + 2*f12 > 0
k54 = cmie(5, 4)*4*sums('bcc', 4)[0]*v54**(-4/3)*(K('bcc', 5)-K('bcc', 4))/v54
assert abs((f11-f12)/2 - k54) < 1e-3
print(f"Mie 5-4 bcc: v = {v54:.4f} sig^3, C11 = {m11:.3f}, C12 = {m12:.3f}, "
      f"C11-C12 = {m11-m12:.3f} eps/sig^3")

# ---------- transverse [110] mode; windowing the potential leaves a purely longitudinal tail ----------
d = PT['bcc']; L = vb**(1/3); r = d['r']*L; uu = (d['r']-RC)/DW; dl = DW*L
w0 = d['w']; w1 = -np.exp(-uu**2)/(dl*np.sqrt(pi)); w2 = 2*uu*np.exp(-uu**2)/(dl**2*np.sqrt(pi))
ps1 = rd1(r)/r*w0 + phi(r)*w1; ps2 = rd2(r)/r**2*w0 + 2*rd1(r)/r*w1 + phi(r)*w2
ce2 = ((d['X'][:, 0]-d['X'][:, 1])*L/R2/r)**2; qq = 0.02
mw2 = (2*np.sin(qq*(d['X'][:, 0]+d['X'][:, 1])*L/R2/2)**2*(ps2*ce2 + ps1/r*(1-ce2))).sum()
assert abs(mw2/qq**2/(vb*Cpb) - 1) < 2e-3
print(f"T[110] mode, q = {qq} /sig: M w^2/q^2 = {mw2/qq**2:.4f} eps")

# ---------- Bain path ----------
def E_rel(g):
    G = G_bct(g, 1.0); return -S_ewald(6, G)**2/(2*S_ewald(12, G))
num = minimize_scalar(lambda v: E_metric(G_bct(1.2, v)), bounds=(0.8, 1.1), method='bounded',
                      options={'xatol': 1e-9})
assert abs(num.fun - E_rel(1.2)) < 1e-9
def E_manybody(g):  # pair + embedding + three-body angular terms, v = 1
    X = INT @ bct(g, 1.0); rr = np.linalg.norm(X, axis=1); k = rr < 4.2; X, rr = X[k], rr[k]
    f = np.exp(-2*(rr**2-1.2)); n = X/rr[:, None]; ang = (n @ n.T + 1/3)**2
    return (f*np.cos(3*rr)).sum() - np.sqrt(f.sum()) + 0.1*(f @ ang @ f - (f*f).sum()*16/9)
for lat, g0 in (('bcc', 1.0), ('fcc', R2)):
    v, E, c11, c12 = res[lat]; pred = 4/3*v*(c11-c12)/2
    for vv in (0.8, v, 1.2):
        assert abs(d1(lambda u: E_metric(G_bct(g0*np.exp(u), vv)), 1e-3)) < 1e-6
    assert abs(d1(lambda u: E_rel(g0*np.exp(u)), 1e-3)) < 1e-7
    assert abs(d1(lambda u: E_manybody(g0*np.exp(u)), 1e-3)) < 1e-7
    cf = d2(lambda u: E_metric(G_bct(g0*np.exp(u), v)), 2e-3)
    cr = d2(lambda u: E_rel(g0*np.exp(u)), 2e-3)
    assert abs(cf-pred) < 1e-4 and abs(cr-pred) < 1e-4
    print(f"{lat}: d2E/d(ln gamma)^2 = {cr:.4f} eps, (4/3) v Cp = {pred:.4f} eps")
mb = [d1(lambda u: E_manybody(g*np.exp(u)), 1e-3) for g in (1.1, 1.2, 1.3)]
assert max(abs(x) for x in mb) > 1e-3
print(f"many-body model dE/d(ln gamma) at 1.1, 1.2, 1.3: {mb[0]:.4f} {mb[1]:.4f} {mb[2]:.4f} (model units)")
assert np.all(np.diff([E_rel(g) for g in np.linspace(1, R2, 41)]) < 0)
print("Bain path: gamma, E relaxed, E at v(bcc) (eps), relaxed v (sig^3)")
for g in (0.75, 0.8, 0.85, 0.9, 0.95, 1.0, 1.1, 1.2, 1.3, R2, 1.5, 1.6):
    G = G_bct(g, 1.0); vr = np.sqrt(2*S_ewald(12, G)/S_ewald(6, G))
    print(f"  {g:.4f} {E_rel(g):.5f} {E_metric(G_bct(g, vb)):.5f} {vr:.5f}")
def gmin(f): return minimize_scalar(f, bounds=(0.7, 0.995), method='bounded', options={'xatol': 1e-7})
m0 = gmin(E_rel); m1 = gmin(lambda g: E_metric(G_bct(g, vb))); m2 = gmin(lambda g: E_metric(G_bct(g, 0.9*vb)))
assert all(0.71 < m.x < 0.99 for m in (m0, m1, m2)) and abs(m1.x - m2.x) > 1e-3
print(f"bct minimum, relaxed: gamma = {m0.x:.4f}, E = {m0.fun:.5f} eps")
print(f"bct minimum at v(bcc): gamma = {m1.x:.4f}; at 0.9 v(bcc): gamma = {m2.x:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
model eps = 10 meV, sigma = 0.3 nm, eps/sigma^3 = 0.05934 GPa
bcc: S12 = 9.11418, S6 = 12.25367 (R1 = 1)
bcc: v = 0.93890 sig^3, R1 = 1.06843 sig, E = -8.23729 eps
bcc: C11 = 60.9647, C12 = 74.7979, C44(fd) = 74.7979 eps/sig^3
bcc: C11-C12 = -13.8332 eps/sig^3 = -0.8209 GPa; B = 70.1868 eps/sig^3
fcc: S12 = 12.13188, S6 = 14.45392 (R1 = 1)
fcc: v = 0.91616 sig^3, R1 = 1.09017 sig, E = -8.61020 eps
fcc: C11 = 105.1821, C12 = 60.1867, C44(fd) = 60.1867 eps/sig^3
fcc: C11-C12 = 44.9954 eps/sig^3 = 2.6700 GPa; B = 75.1851 eps/sig^3
E(bcc)-E(fcc) = 0.37291 eps = 3.7291 meV
bcc shells: N, R/sig, w, r^2phi'', r phi', w g/4, w g/4 + N r phi'/6 (eps)
   8 1.0684 0.0000  169.047  -5.557  -0.0000  -7.4098
   6 1.2337 2.0000    2.542   2.946  -0.2017   2.7441
  12 1.7447 1.0000   -5.171   0.790  -1.4905   0.0905
  24 2.0459 4.2314   -2.175   0.318  -2.6375  -1.3641
   8 2.1369 0.0000   -1.696   0.247   0.0000   0.3291
  rest: -2.1643 and -0.8837; total v Cp = -6.4940 eps
g(r) = 0 at r = 1.23219 sig; full LJ bcc a = 1.23372 sig
two-shell bcc: a = 1.26419 sig, g(a) = -6.7061 eps, Cp = -3.3192 eps/sig^3
p =  4: K_bcc = +0.003622, K_fcc = +0.008867
p =  5: K_bcc = +0.005145, K_fcc = +0.019623
p =  6: K_bcc = +0.004682, K_fcc = +0.032089
p =  8: K_bcc = -0.001486, K_fcc = +0.061355
p = 12: K_bcc = -0.028167, K_fcc = +0.131833
p = 30: K_bcc = -0.140205, K_fcc = +0.500031
bcc: K = 0 at p* = 7.6604; maximum K = 0.005210 at p = 5.257
v = 0.70 sig^3: P = 67.664, (C11-C12)/2 = 39.539, Cp = -28.125 eps/sig^3
v = 0.85 sig^3: P = 10.410, (C11-C12)/2 = -0.671, Cp = -11.081 eps/sig^3
v = 1.10 sig^3: P = -5.924, (C11-C12)/2 = -9.224, Cp = -3.300 eps/sig^3
v = 1.50 sig^3: P = -5.234, (C11-C12)/2 = -6.046, Cp = -0.812 eps/sig^3
Mie 5-4 bcc: v = 0.4166 sig^3, C11 = 346.545, C12 = 328.213, C11-C12 = 18.332 eps/sig^3
T[110] mode, q = 0.02 /sig: M w^2/q^2 = -6.4938 eps
bcc: d2E/d(ln gamma)^2 = -8.6587 eps, (4/3) v Cp = -8.6587 eps
fcc: d2E/d(ln gamma)^2 = 27.4820 eps, (4/3) v Cp = 27.4820 eps
many-body model dE/d(ln gamma) at 1.1, 1.2, 1.3: -0.2431 -0.3134 -0.2228 (model units)
Bain path: gamma, E relaxed, E at v(bcc) (eps), relaxed v (sig^3)
  0.7500 -7.71047 -7.63079 0.98547
  0.8000 -8.10361 -8.09608 0.95310
  0.8500 -8.24153 -8.24136 0.94108
  0.9000 -8.26127 -8.26125 0.93821
  0.9500 -8.24647 -8.24646 0.93847
  1.0000 -8.23729 -8.23729 0.93890
  1.1000 -8.28321 -8.28294 0.93622
  1.2000 -8.40253 -8.39879 0.92894
  1.3000 -8.53578 -8.52325 0.92074
  1.4142 -8.61020 -8.59048 0.91616
  1.5000 -8.55486 -8.54073 0.91962
  1.6000 -8.33582 -8.33486 0.93384
bct minimum, relaxed: gamma = 0.8902, E = -8.26201 eps
bct minimum at v(bcc): gamma = 0.8902; at 0.9 v(bcc): gamma = 0.8995
ALL CHECKS PASSED
```
